# Ham factor of the negative silicon vacancy in diamond

## The problem

The negative silicon vacancy in diamond has an orbitally twofold degenerate ground state, of symmetry $E_g$, with spin one half. Its two real orbitals, $|x\rangle$ and $|y\rangle$, couple to a twofold degenerate vibration of symmetry $e_g$. Model the defect by one such mode with quantum $\omega=0.085$ eV and linear coupling. The Jahn-Teller energy, measured from the symmetric geometry down to the lowest point of the energy surface, is $E_{JT}=0.042$ eV. With the nuclei held in the symmetric geometry, spin-orbit coupling would split the level by $\lambda$, for which a rough size is $8\times10^{-4}$ eV.

Energies are in eV, and $\hbar=1$ in the algebra. The coordinates $q_x,q_y$ and their momenta are dimensionless, and the Pauli matrices act on the orbitals in the order $x,y$.

1. Find the form of the spin-orbit coupling inside the doublet, and the linear coupling constant $F$.
2. Reduce the vibronic ground-state problem to a tridiagonal matrix.
3. Find the Ham factor $p$, defined by the statement that moving nuclei change the splitting from $\lambda$ to $p\lambda$ at first order in $\lambda$.
4. Judge how far the answer can be trusted.

## Hints

**Hint 1.** An orbital angular momentum has purely imaginary matrix elements between real orbitals. Ask which Hermitian $2\times2$ matrices are purely imaginary, then apply the threefold rotation.

**Hint 2.** Change to $|\pm\rangle=(|x\rangle\pm i|y\rangle)/\sqrt2$. When the electron goes from $|+\rangle$ to $|-\rangle$, what happens to the angular momentum of the vibration?

**Hint 3.** Use quanta that circulate in the $q_x,q_y$ plane. Each vibronic state then couples to at most two others.

**Hint 4.** The spin-orbit operator measures the difference in weight between $|+\rangle$ and $|-\rangle$.

## Full solution

### 1. Spin-orbit form and coupling constant

Let $\mathbf L$ be the orbital vector that multiplies the spin in the spin-orbit operator. It is Hermitian and odd under time reversal, so its matrix elements between real orbitals are imaginary. A Hermitian, purely imaginary $2\times2$ matrix is a multiple of $\sigma_y$. Each component therefore has the form $L_i=c_i\sigma_y$.

A threefold rotation about the defect axis $z$ rotates the two orbitals by $\exp(-i\theta\sigma_y)$, which commutes with $\sigma_y$. The vector $(c_x,c_y,c_z)$ must then be unchanged by a rotation of $120^\circ$ about $z$, so $c_x=c_y=0$. With $s=\pm1$ for spin up and down along $z$,

$$H_{SO}=\frac{\lambda}{2}\,s\,\sigma_y .$$

Its eigenvalues are $\pm\lambda/2$, each occurring twice, so the bare splitting is $\lambda$. We take $\lambda>0$; the other sign exchanges the branches.

The vibronic part is

$$H_0=\frac{\omega}{2}(p_x^2+p_y^2+q_x^2+q_y^2)+F(q_x\sigma_z+q_y\sigma_x).$$

To find the energy surfaces, drop the momenta and write $q_x=r\cos\phi$, $q_y=r\sin\phi$. Because $\sigma_z$ and $\sigma_x$ anticommute and square to one, the square of the coupling matrix is $F^2r^2$. Its eigenvalues are $\pm Fr$, and the lower surface is

$$E_-(r)=\tfrac12\omega r^2-Fr .$$

Setting $\omega r-F=0$ gives $r_0=F/\omega$ and $E_-(r_0)=-F^2/(2\omega)$. This depth is $E_{JT}$, so

$$F=\sqrt{2E_{JT}\omega}=\sqrt{2(0.042)(0.085)}=0.0845\ \text{eV},\qquad r_0=0.994 .$$

The minimum is a circular trough, since $E_-$ does not depend on $\phi$. Its radius can be turned into a length. Silicon sits at the inversion centre and does not move in an even mode, so the moving mass is that of carbon. The oscillator length $1/\sqrt{M\omega}$ is 0.0640 angstrom, and the distortion is $0.994\times0.0640=0.0636$ angstrom. This is the square root of the summed squared displacements of the carbon atoms. In the uncoupled ground state $\langle r^2\rangle=\tfrac12+\tfrac12=1$, so the root-mean-square distance from the symmetric geometry is already about equal to the trough radius. The nuclei cannot be treated as fixed at one distorted geometry, nor the coupling as a small perturbation.

### 2. The conserved quantity and the chain

Acting on $|\pm\rangle$, the Pauli matrices give

$$\sigma_y|\pm\rangle=\pm|\pm\rangle,\qquad \sigma_z|\pm\rangle=|\mp\rangle,\qquad \sigma_x|\pm\rangle=\pm i|\mp\rangle .$$

The coupling becomes

$$F\left[(q_x+iq_y)|-\rangle\langle+|+(q_x-iq_y)|+\rangle\langle-|\right].$$

Since $q_x+iq_y=re^{i\phi}$, the first term raises the vibrational angular momentum $m$ by one while the electron goes from $|+\rangle$ to $|-\rangle$. Let $\tau=\pm1$ label $|\pm\rangle$. The first term changes $m$ by $+1$ and $\tau/2$ by $-1$, and the second does the reverse. Thus

$$j=m+\frac{\tau}{2}$$

is conserved. Here $m$ is counted in the $q_x,q_y$ plane, so $j$ is a label of the linear model and not the physical angular momentum of the defect. Without coupling, the states with no quanta have $m=0$ and $j=\pm\tfrac12$. We solve for $j=\tfrac12$ and confirm below that it contains a ground state.

Define circular quanta by $a_\pm=(a_x\mp ia_y)/\sqrt2$, where $q_x=(a_x+a_x^\dagger)/\sqrt2$ and likewise for $y$. Then

$$a_+^\dagger+a_-=\frac{a_x^\dagger+ia_y^\dagger+a_x+ia_y}{\sqrt2}=q_x+iq_y .$$

The vibrational energy is $\omega(n_++n_-+1)$ and $m=n_+-n_-$. For $j=\tfrac12$ the electron is in $|+\rangle$ with $m=0$, or in $|-\rangle$ with $m=1$. With $s'=0,1,2,\dots$ the basis states are

$$|2s'\rangle=|+\rangle|n_+=s',n_-=s'\rangle,\qquad |2s'+1\rangle=|-\rangle|n_+=s'+1,n_-=s'\rangle .$$

State number $k$ has $k$ quanta, hence diagonal energy $\omega(k+1)$. Starting from $|2s'\rangle$, the operator $a_+^\dagger$ leads to $|2s'+1\rangle$ with factor $\sqrt{s'+1}$, and $a_-$ leads to $|2s'-1\rangle$ with factor $\sqrt{s'}$. The couplings along the chain are therefore $F$ times $1,1,\sqrt2,\sqrt2,\sqrt3,\sqrt3,\dots$

Divide by $\omega$ and set $g=F/\omega$:

$$\frac{H_0}{\omega}=\begin{pmatrix}1&g&0&0&\cdots\\ g&2&g&0&\cdots\\ 0&g&3&\sqrt2\,g&\cdots\\ 0&0&\sqrt2\,g&4&\cdots\\ \vdots&\vdots&\vdots&\vdots&\ddots\end{pmatrix}.$$

The matrix contains only $g^2=2E_{JT}/\omega$ as a parameter, apart from an irrelevant sign of $g$. In this model $p$ thus depends on $E_{JT}/\omega=0.494$ alone.

### 3. The Ham factor

Let $c_k$ be the normalized ground vector of the chain. Even $k$ carries $|+\rangle$ and odd $k$ carries $|-\rangle$, so

$$p=\langle\sigma_y\rangle=\sum_k(-1)^kc_k^2 .$$

Why does this number multiply the splitting? In the real orbital basis $H_0$ is real, so complex conjugation turns each eigenstate into another of the same energy. It exchanges $|+\rangle$ with $|-\rangle$ and reverses $m$, taking $j=\tfrac12$ to $j=-\tfrac12$ and $\langle\sigma_y\rangle=p$ to $-p$. Since $\sigma_y$ conserves $j$, it does not mix the two states. At fixed spin their first-order energies are $+\tfrac12p\lambda s$ and $-\tfrac12p\lambda s$, a splitting of $p\lambda$. Reversing the spin exchanges the two energies. The four states form two Kramers pairs: $j=\tfrac12$ up with $j=-\tfrac12$ down, and $j=\tfrac12$ down with $j=-\tfrac12$ up.

Numerical diagonalization of the chain with 40 states gives the lowest eigenvalue $\epsilon=E_0/\omega=0.240669$. Diagonalizing all of $H_0$ in products of Cartesian oscillator states, with 18 per axis and no restriction on $j$, gives this same energy as a twofold lowest level. The next level is 0.0521 eV higher. The ground doublet is therefore $j=\pm\tfrac12$.

The weights can be followed by hand once $\epsilon$ is known. The first row of the eigenvalue equation is $(1-\epsilon)c_0+gc_1=0$, so

$$\frac{c_1}{c_0}=-\frac{1-\epsilon}{g}=-\frac{0.7593}{0.9941}=-0.7638 .$$

The second row, $gc_0+(2-\epsilon)c_1+gc_2=0$, gives

$$\frac{c_2}{c_0}=-1-\frac{2-\epsilon}{g}\,\frac{c_1}{c_0}=-1+\frac{1.7593}{0.9941}(0.7638)=0.352 .$$

The third row, $gc_1+(3-\epsilon)c_2+\sqrt2\,gc_3=0$, gives $c_3/c_0=-0.150$. After normalization, the weights are

- $c_0^2=0.5771$, $c_2^2=0.0714$, $c_4^2=0.0015$, with total even weight $0.6501$;
- $c_1^2=0.3367$, $c_3^2=0.0131$, $c_5^2=0.0002$, with total odd weight $0.3499$.

Hence

$$p=0.6501-0.3499=0.300 .$$

Using 12 chain states instead of 40 changes $p$ by about $6\times10^{-12}$, so the size of the basis does not limit the answer. For the rough bare splitting,

$$p\lambda=0.300\times8.0\times10^{-4}=2.4\times10^{-4}\ \text{eV},$$

or 58 GHz after division by Planck's constant.

The spin-orbit energy comes from a definite sense of electronic circulation. The vibronic coupling mixes the two senses, leaving 65 percent of the ground state in one sense and 35 percent in the other. The difference, 30 percent, survives. The intrinsic spin-orbit interaction is unchanged; it is the orbital factor that has been reduced.

### 4. Limits and accuracy

**Weak coupling.** For $F\ll\omega$, first-order perturbation theory gives $c_1=-F/(2\omega-\omega)=-F/\omega$. The odd weight is $F^2/\omega^2=2E_{JT}/\omega$ to leading order. Normalization makes $p$ equal to one minus twice the odd weight:

$$p\simeq1-\frac{4E_{JT}}{\omega}.$$

Here the right side is $-0.98$. The expansion has been used outside its range, which is why the matrix had to be diagonalized.

**Strong coupling.** When the trough is deep and the surfaces are far apart, the electron follows the lower surface. At each $\phi$ its state is then a real combination of $|x\rangle$ and $|y\rangle$, for which $\langle\sigma_y\rangle=0$. Thus $p$ tends to zero. The defect lies between these limits.

**Higher orders in $\lambda$.** Let $E(\lambda)$ be the lowest chain energy with $(\lambda/2)\sigma_y$ included. For spin up, the two branches have energies $E(\lambda)$ and $E(-\lambda)$, because conjugation reverses $\sigma_y$. Their difference is odd in $\lambda$, so the first correction to $p\lambda$ is cubic. Diagonalizing with $\lambda=8\times10^{-4}$ eV gives a correction of $-6\times10^{-6}$ relative to $p\lambda$, which is negligible.

**Input energies.** With $\omega$ fixed, lowering $E_{JT}$ by 10 percent gives $p=0.328$, and raising it by 10 percent gives $p=0.275$. A 10 percent error in the Jahn-Teller energy therefore moves the splitting by 8 to 9 percent.

**More than one mode.** Diamond has a continuum of vibrations. As a trial, share $E_{JT}$ equally between two $e_g$ modes. Mode $i$ has relaxation energy $E_i=\tfrac12\omega_i^2Q_i^2$, where $Q_i$ is its mass-weighted displacement. The curvature along the straight path to the minimum defines an effective frequency:

$$\omega^2=\frac{\sum_i\omega_i^2Q_i^2}{\sum_iQ_i^2}=\frac{\sum_iE_i}{\sum_iE_i/\omega_i^2}.$$

For equal shares, $2/\omega^2=1/\omega_1^2+1/\omega_2^2$. Keeping $\omega=0.085$ eV and choosing $\omega_1=0.070$ eV gives $\omega_2=0.117$ eV. Diagonalization in circular quanta of both modes, up to 16 in total, gives $p=0.309$. This spread raises $p$ by 3 percent at fixed total energy and path curvature. A wider spread under the same constraints, $\omega_1=0.065$ eV and $\omega_2=0.158$ eV, gives $p=0.323$, a rise of about 8 percent. Neither trial bounds the effect of the full continuum.

**Temperature.** At 4 K, a state in the upper spin-orbit branch has 0.50 times the population of one in the lower branch, from $\exp(-p\lambda/k_BT)$. Both branches are occupied, although their separation is still $p\lambda$. The excited vibronic level, at 0.0521 eV in the linear model, is empty for practical purposes. At 300 K its population per state is 0.13 of that in the ground level, neglecting the small spin-orbit splitting, so part of the thermal population lies outside the ground level, for which $p$ was calculated.

**The real defect.** The chosen $E_{JT}$, $\omega$ and $\lambda$ are of the size found in density-functional calculations for this centre. The observed ground-state splitting is roughly 50 GHz, the same scale as the model's 58 GHz. Because $\lambda$ is a rough input, this comparison does not test $p$ to ten percent. The model also assumes an unstrained crystal; the first variation shows how a given strain changes the splitting.

## Variation 1: a strained crystal

*Add a strain term $(\eta/2)\sigma_z$, where $\eta$ is the orbital splitting that strain would cause with fixed nuclei. Find the splitting for $\eta=1.0\times10^{-4}$ eV, a rough size for a mild stray strain.*

The two ground states without strain are

$$|\tfrac12\rangle=|+\rangle\sum_{s'}c_{2s'}|s',s'\rangle+|-\rangle\sum_{s'}c_{2s'+1}|s'+1,s'\rangle,$$

$$|{-\tfrac12}\rangle=|-\rangle\sum_{s'}c_{2s'}|s',s'\rangle+|+\rangle\sum_{s'}c_{2s'+1}|s',s'+1\rangle .$$

The operator $\sigma_z$ exchanges $|+\rangle$ and $|-\rangle$ without touching the vibration. Its diagonal elements vanish, because they require an overlap between $m=0$ and $m=\pm1$. In the off-diagonal element the even parts overlap fully, while the odd parts have $m=1$ and $m=-1$ and do not overlap. The strain reduction factor is therefore the even weight,

$$q=\sum_{s'}c_{2s'}^2=\frac{1+p}{2}=0.650 .$$

The last form follows because even and odd weights sum to one and differ by $p$. This is a one-mode result. With modes of different frequency the even parts of the two states no longer overlap fully, and $q$ falls below $(1+p)/2$: the two-mode trial with quanta 0.070 and 0.117 eV gives $q=0.652$ against $(1+p)/2=0.654$. At fixed spin, the doublet matrix has diagonal elements $\pm\tfrac12p\lambda s$ and off-diagonal element $\tfrac12q\eta$. At first order in both perturbations its splitting is

$$\Delta=\sqrt{(p\lambda)^2+(q\eta)^2}
=\sqrt{(2.40)^2+(0.65)^2}\times10^{-4}=2.49\times10^{-4}\ \text{eV}.$$

The increase is 3.6 percent of the unstrained splitting. The two contributions become equal at $\eta=p\lambda/q=3.7\times10^{-4}$ eV. Beyond that, the measured splitting mainly reports strain and cannot be read as $p\lambda$.

## Variation 2: a warped trough

*Quadratic coupling produces three minima around the trough. Keep the depth at $E_{JT}$ and $\omega$ at its original value, and let the barrier between minima be $\delta=0.003$ eV, a rough size. Find the new Ham factor.*

Add $G[(q_x^2-q_y^2)\sigma_z-2q_xq_y\sigma_x]$ with $G>0$. The coefficients of $\sigma_z$ and $\sigma_x$ are now $Fr\cos\phi+Gr^2\cos2\phi$ and $Fr\sin\phi-Gr^2\sin2\phi$. The sum of their squares is

$$F^2r^2+G^2r^4+2FGr^3\cos3\phi ,$$

because $\cos\phi\cos2\phi-\sin\phi\sin2\phi=\cos3\phi$. The lower surface is deepest at $\cos3\phi=1$, where the root is $Fr+Gr^2$, and has its saddles at $\cos3\phi=-1$, where it is $Fr-Gr^2$ near the trough. Minimizing over $r$ gives

$$E_{JT}=\frac{F^2}{2(\omega-2G)},\qquad E_{JT}-\delta=\frac{F^2}{2(\omega+2G)} .$$

Dividing the second equation by the first and clearing fractions yields $(E_{JT}-\delta)(\omega+2G)=E_{JT}(\omega-2G)$, hence

$$\frac{2G}{\omega}=\frac{\delta}{2E_{JT}-\delta}=\frac{0.003}{0.081}=0.037 .$$

So $G=0.00157$ eV, and $F=\sqrt{2E_{JT}(\omega-2G)}=0.0829$ eV.

The new term contains $r^2e^{2i\phi}|+\rangle\langle-|$ and its conjugate, which change $j$ by $\pm3$. It cannot mix $j=\tfrac12$ with $j=-\tfrac12$, which differ by one, so the doublet and the first-order argument survive. The simple chain does not, since other values of $j$ now enter. Diagonalizing the full Hamiltonian in the Cartesian basis, with 18 states per axis and $\lambda=8\times10^{-4}$ eV, and dividing the splitting by $\lambda$ gives

$$p=0.309 .$$

This is 3 percent above the linear result. At fixed depth, warping lowers $F^2$ by 3.7 percent. In the linear model that reduction alone would raise $p$ to about 0.310, by interpolation between the values found for $E_{JT}$ and $0.9E_{JT}$. The smaller linear coupling alone would thus give slightly more than the whole change; the quadratic term, added at that reduced $F$, lowers $p$ a little.
